Imaginary part of the bound-state self-energy and the hydrogen 2P lifetime

**The form of the answer**

An excited atom in a state a drops to a lower state n and emits a photon of frequency ω. For a wavelength much larger than the atom, the coupling is that of a dipole e r to the electric field. The rate is a probability per unit time, hence quadratic in the matrix element r_na. Summed over photon directions and polarizations it must be a rotational scalar, so it contains |r_na|² = r_na*·r_na. The remaining quantities are ω, ħ and c. In Gaussian units e²|r_na|² has the dimension mass·length⁵/time². Mass cancels with one factor 1/ħ, length then requires 1/c³, and time requires ω³. Hence

Γ = K e²|r_na|² ω³/(ħc³),

with a pure number K. In Hartree atomic units (ħ = m_e = e = 1, c = 1/α) the low levels of hydrogen have ω and |r_na| of order one, so Γ is a number times α³.

The link to an energy is equally short. A stationary amplitude evolves as exp(−iEt). If E acquires an imaginary part −Γ/2, the probability becomes exp(−Γt); the factor 1/2 is there because a probability is the square of an amplitude. It remains to prove that the self-energy supplies this imaginary part, and to find K.

**Setting and theorem**

The electron is a spinless Schrödinger particle of charge −1 in the Coulomb field of an infinitely heavy nucleus. It is coupled to the transverse photon field in Coulomb gauge:

H = (p + A/c)²/2 − 1/r + Σ_kλ ω a†a, with ω = ck.

Since ∇·A = 0, the linear coupling is H₁ = A·p/c. In a box of volume V, with real polarization vectors ε,

A = Σ_kλ N [ε a e^{ik·r} + ε a† e^{−ik·r}].

The electric amplitude of a mode is Nω/c. Its vacuum electric energy is V N²ω²/(8πc²), and the magnetic energy is the same. The sum must be ω/2, so N² = 2πc²/(Vω). The amplitude for a → n with emission of one photon is therefore

g_nk = √(2π/(Vω)) ⟨n|ε·p e^{−ik·r}|a⟩,

where k also stands for λ. The remaining term A²/(2c²) contributes at this order through its vacuum average. That average is real and, by translation invariance of the vacuum, the same constant for every electron state; it is dropped.

The one-loop self-energy is

Σ_a(E) = Σ_n Σ_k |g_nk|²/(E − E_n − ω + i0).   (1)

**Theorem.** Let a be an isolated narrow level, or a member of a degenerate level that symmetry keeps from mixing with the others. Let the field start in its vacuum. To leading order in the coupling:

(a) Im Σ_a(E_a) = −Γ_a/2, where Γ_a is the total one-photon emission rate.

(b) In the dipole approximation Γ_a = Σ_n 4ω_an³|r_na|²/(3c³), summed over E_n < E_a, with ω_an = E_a − E_n. Thus K = 4/3.

(c) For hydrogen 2P, Γ = (2/3)⁸ α³.

The symmetry condition holds for 2P. The self-energy commutes with rotations and parity, so it cannot connect 2P with the degenerate 2S, which has opposite parity, nor different m. Its value is the same for all three m.

**Lemma 1: expression (1) is the loop with one photon line**

In the loop the electron emits a photon, propagates and reabsorbs it. The photon line carries frequency ν, and the electron line carries E − ν. The claim is

(i/2π) ∫dν 1/[(ν² − ω² + i0)(E − ν − E_n + i0)] = 1/[2ω(E − E_n − ω + i0)].

*Proof.* The photon factor has poles at ν = ω − i0 and ν = −ω + i0. The electron factor has its pole at ν = E − E_n + i0. The integrand falls as 1/ν³, so the contour may be closed in the lower half plane, where it encloses the pole at ν = ω − i0 alone. The clockwise sense gives −2πi, and the residue of 1/(ν² − ω²) is 1/(2ω). Since (i/2π)(−2πi) = 1, the result follows. ∎

Multiplying by the vertex factor (4π/V)|⟨n|ε·p e^{−ik·r}|a⟩|² and summing over n and k gives (1), because (4π/V)/(2ω) = 2π/(Vω).

**Lemma 2: the self-energy moves the pole of the resolvent**

Let G(E) = 1/(E − H) for E just above the real axis. Keep the state |a;0⟩ and the one-photon states |n;k⟩ that H₁ reaches from it. Other states change the self-energy of a in fourth or higher order in H₁. The equation (E − H)G = 1 then reads

(E − E_a)G_aa − Σ_nk g_nk* G_nk,a = 1,
(E − E_n − ω)G_nk,a − g_nk G_aa = 0.

Solving the second for G_nk,a and inserting it in the first gives

G_aa(E) = 1/(E − E_a − Σ_a(E)).

For t > 0 the amplitude to remain in a is

c_a(t) = (i/2π) ∫dE e^{−iEt} G_aa(E + i0).

At weak coupling G_aa is sharply peaked near E_a, and Σ_a(E) hardly changes across the peak. It may be replaced there by Σ_a(E_a). Closing the contour below then gives

c_a(t) = exp{−i[E_a + Σ_a(E_a)]t},
|c_a(t)|² = exp[2 Im Σ_a(E_a) t].   (2)

The real part of Σ_a shifts the level, and the imaginary part makes it decay. ∎

**Proof of (a)**

The Hamiltonian restricted to these states is Hermitian, so |c_a|² + Σ_nk|b_nk|² = 1, where b_nk are the one-photon amplitudes. Probability lost from a appears as emitted photons. By (2) the rate of emission, given that the atom is still in a, is

Γ_a = −2 Im Σ_a(E_a).

This is the assertion. To express the rate through matrix elements, write for small η > 0

1/(x + iη) = x/(x² + η²) − iη/(x² + η²).

The last fraction has area ∫dx η/(x² + η²) = π and contracts to x = 0 as η → 0, so it tends to πδ(x). Equation (1) gives

Im Σ_a(E_a) = −π Σ_nk |g_nk|² δ(E_a − E_n − ω),
Γ_a = 2π Σ_nk |g_nk|² δ(E_a − E_n − ω).   (3)

The second line is Fermi's golden rule, here obtained from the pole. Since ω > 0, only states below a contribute. Virtual transitions, which do not conserve energy, enter the real part. ∎

*Remark: line shape and branching.* Take the final level n to be stable against further emission, as 1S is. For an unstable n the two-photon states omitted here deplete |n;k⟩, and the line width found below does not apply. Let Ẽ be the shifted real energy. The equation i db/dt = (E_n + ω)b + g c_a, with b(0) = 0, has the solution

b(t) = −i g ∫₀ᵗ ds e^{−i(E_n+ω)(t−s)} e^{−iẼs − Γ_a s/2}.

For Γ_a t ≫ 1 this gives

|b|² = |g|²/[(Ẽ − E_n − ω)² + Γ_a²/4],

a Lorentzian of full width Γ_a at half maximum. Its area in ω is 2π/Γ_a times the slowly varying |g|². Summed over modes, the photons belonging to the final level n have probability Γ_n/Γ_a, where Γ_n is the corresponding part of (3). The total width is thus the sum of the partial rates.

**Proof of (b)**

In the dipole approximation e^{−ik·r} is replaced by 1. The mode sum becomes

Σ_k → V/(2π)³ ∫k²dk dΩ Σ_λ = V/(8π³c³) ∫ω²dω dΩ Σ_λ.

The two polarization vectors and k̂ form an orthonormal triad, so Σ_λ|ε·p_na|² = |p_na|² − |k̂·p_na|². Averaged over directions, k̂_i k̂_j gives δ_ij/3. The angular integral is therefore 4π(1 − 1/3)|p_na|² = (8π/3)|p_na|². The factors combine to

[1/(8π³c³)]·2π·(8π/3) = 2/(3πc³),

and one power of ω remains from ω²/ω. With a photon cutoff Λ,

Σ_a(E_a) = (2/(3πc³)) ∫₀^Λ dω ω Σ_n |p_na|²/(E_a − E_n − ω + i0).   (4)

The delta function sets ω = ω_an, so

Im Σ_a = −(2/(3c³)) Σ_{E_n<E_a} ω_an|p_na|².

For the atomic Hamiltonian H_at = p²/2 − 1/r, the potential commutes with r, and [r, H_at] = ip. Between n and a this reads (E_a − E_n) r_na = i p_na, whence |p_na|² = ω_an²|r_na|². Multiplication by −2 gives

Γ_a = Σ_{E_n<E_a} 4ω_an³|r_na|²/(3c³). ∎

*Remark: renormalization.* The real part of (4) grows linearly with Λ. A free electron shows the same growth in the dipole approximation, which neglects the photon's momentum. For it p is then conserved, the intermediate energy equals the initial one, and the energy denominator is −ω. The loop then gives −(2/(3πc³))Λp². This belongs to the observed kinetic energy p²/2, so the bare kinetic energy must exceed p²/2 by +(2/(3πc³))Λp². In the atom this excess adds the real counterterm

δ_a = (2/(3πc³)) Λ⟨p²⟩_a.

It removes the linear growth and leaves Im Σ_a unchanged. The counterterm does not depend on E, so it does not affect the slow variation assumed in Lemma 2. The derivative dΣ_a/dE contains one more power of the denominator in (4), so it is of order α³ times at most a logarithm of Λ.

**Proof of (c)**

1S is the sole level below 2P. The degenerate 2S has ω = 0 and does not contribute. The transition energy is

ω = (1/2)(1 − 1/4) = 3/8 Hartree.

Choose m = 0, with

ψ_1s = e^{−r}/√π, ψ_2p = r cosθ e^{−r/2}/(4√(2π)).

By axial symmetry the x and y matrix elements vanish. The angular integral of cos²θ is 4π/3, so

⟨1s|z|2p⟩ = [1/(4√2 π)]·(4π/3)·∫₀^∞ r⁴e^{−3r/2}dr
= [1/(3√2)]·24/(3/2)⁵
= 256/(243√2) = 0.7449 bohr.

The square is 32768/59049 = 0.5549 bohr². Therefore

Γ = (4/3)α³·(27/512)·(32768/59049)
= (9/128)·(32768/59049) α³
= (256/6561) α³ = (2/3)⁸ α³. ∎

**The lifetime in numbers**

With α = 0.00729735,

Γ = 0.039018·(0.00729735)³ = 1.5162·10⁻⁸ a.u.,
Im Σ_2P = −Γ/2 = −7.581·10⁻⁹ Hartree.

The atomic unit of time is 2.41888·10⁻¹⁷ s, so

τ = 1/Γ = 2.41888·10⁻¹⁷ s/(1.5162·10⁻⁸) = 1.595·10⁻⁹ s.

The 2P lifetime is 1.6 ns. For the infinitely heavy nucleus of this model the linewidth Γ/(2π) is 99.8 MHz; the proton-mass correction derived below already changes the last digit.

The numerical check evaluates (4) without using the delta function or the golden rule. It represents the atomic resolvent in a finite basis and integrates over complex photon energy. Because of the +i0, the poles lie just above the real ω axis and the path passes below them. The resulting −2 Im Σ_2P agrees with the dipole formula to the eight decimals printed for their ratio.

The same calculation gives the real part, still in the dipole approximation. For Λ = c² the mass counterterm is 3.87·10⁻⁴ Hartree. After it is added, a shift of 6.2·10⁻¹⁰ Hartree remains, or about 4.1 MHz. For 2P this low-energy shift is much smaller than the linewidth. It is not the complete Lamb shift, since spin and the high-energy part of the loop are missing.

Three other levels show what the imaginary part counts. For 1S there is no lower state, and Im Σ vanishes. For 2S the lower state 1S has the same parity, so r_na = 0 and Im Σ vanishes again. This excludes one-photon dipole decay, not decay by other processes. For 3P two dipole channels are open:

Γ(3P→1S) + Γ(3P→2S) = (4.048 + 0.543)·10⁻⁹ a.u. = 4.591·10⁻⁹ a.u.

The contour calculation gives the same value for −2 Im Σ_3P.

**Accuracy of the dipole approximation**

The factor e^{−ik·r} can be restored for 2P → 1S. Let q be the wave vector of the photon, q = |q| = ω/c. The amplitude contains ∫ψ_1s e^{−iq·r} ε·∇ψ_2p. Integrate by parts. The derivative of the exponential gives ε·q = 0, and ∇ψ_1s = −(r/r)ψ_1s. The integral becomes

∫ψ_2p e^{−iq·r} (ε·r/r) ψ_1s.

A 2p orbital oriented along the unit vector u is proportional to (u·r)e^{−r/2}. With β = 1 + 1/2 = 3/2, what is needed is ε_i u_j I_ij, where

I_ij = ∫d³r r_i r_j (e^{−βr}/r) e^{−iq·r} = −∂²F/∂q_i∂q_j,
F = ∫d³r (e^{−βr}/r) e^{−iq·r} = (4π/q)∫₀^∞ sin(qr)e^{−βr}dr = 4π/(q² + β²).

The first derivative is ∂F/∂q_j = −8πq_j/(q² + β²)². Differentiating again gives

I_ij = 8πδ_ij/(q² + β²)² + (a term proportional to q_i q_j).

The last term vanishes on contraction with ε. Relative to the dipole value at q = 0, the amplitude is multiplied by (1 + q²/β²)⁻², whatever the photon's direction and polarization. Here q = 3α/8, so q/β = α/4, and the rate is multiplied by

(1 + α²/16)⁻⁴ ≈ 1 − α²/4.

This is a relative change of −1.3·10⁻⁵. Relativistic corrections to the electron's motion are also expected at relative order α², because its speed is of order αc. The change above is therefore not the complete correction of that order.

The finite proton mass matters more. The internal motion then has the reduced mass μ instead of 1. Energies scale as μ and lengths as 1/μ. The dipole of the neutral pair is still the charge times the electron–proton separation. Hence Γ ∝ μ³/μ² = μ, and the rate falls by a fraction of about m_e/m_p = 5.4·10⁻⁴. None of these corrections alters the value 1.6 ns.

**Where exponential decay fails**

The theorem describes the pole, and the exponential law is as good as the pole approximation. For 2P the ratio of width to transition energy is 4.0·10⁻⁸, so the approximation is very good over many lifetimes. It has limits at both ends.

At very short times, with a photon cutoff that keeps the energy variance finite, expansion of ⟨a;0|e^{−iHt}|a;0⟩ to second order gives

|c_a|² = 1 − t²(⟨H²⟩ − ⟨H⟩²) + …

The loss starts quadratically, whereas an exponential would start linearly.

At very long times the law fails because the energy spectrum has a lower bound. Suppose |c_a(t)| were bounded by a decaying exponential for all large t. Since c_a(−t) = c_a(t)*, the same would hold at large negative t. The Fourier transform of c_a, which is the energy distribution of the initial state, would then be analytic in a strip around the real axis. It vanishes below the ground-state energy, so by analyticity it would vanish everywhere. This contradicts c_a(0) = 1.

Between these limits the law can be checked on a model. A level at energy 1 is coupled to a continuum of spectral density J(ω) = gω e^{−ω/2} with g = 0.002. The continuum is discretized and the Hamiltonian diagonalized. The predicted rate is 2πJ(1) = 0.00762. After one predicted lifetime the survival probability is 0.3694, compared with e⁻¹ = 0.3679; after three it is 0.0499, compared with 0.0498. At the four times computed, the largest difference is 0.0026, comparable to g.

Computed results

```
fine-structure constant alpha = 0.007297353
speed of light c = 137.035999 a.u.
atomic unit of time = 2.418884e-17 s
Loop integral test: photon 1, gap 0.6, damping 0.2
  numerical = -0.480769-0.721154j
  residue   = -0.480769-0.721154j
Box mode sum / continuum rate = 1.00000000
Hydrogen 2P -> 1S
  transition energy = 0.375000 Hartree
  <1s|z|2p0> = 0.744936 bohr
  <1s|z|2p0>^2 = 32768/59049 = 0.554929 bohr^2
  <1s|d/dz|2p0> = 0.279351 a.u.
  Gamma/alpha^3 = 256/6561 = 0.039018 a.u.
  Gamma from dipole formula = 1.516233e-08 a.u.
  Im Sigma from contour = -7.581164e-09 Hartree
  -2 Im Sigma / Gamma = 1.00000000
  Gamma = 6.2683e+08 1/s
  lifetime = 1.5953 ns
  linewidth Gamma/(2 pi) = 99.76 MHz
  Gamma / transition energy = 4.043e-08
Real part of the 2P loop, photon cutoff c^2
  cutoff = 18778.9 Hartree
  mass counterterm = 3.8714e-04 Hartree
  after renormalization = 6.180e-10 Hartree
  the same = 4.07 MHz
Other levels
  Im Sigma(1S)/Gamma(2P) = -1.6e-14
  Im Sigma(2S)/Gamma(2P) = -5.7e-15
  rate 3P -> 1S = 4.04785e-09 a.u.
  rate 3P -> 2S = 5.43294e-10 a.u.
  sum of both rates = 4.59115e-09 a.u.
  -2 Im Sigma(3P) = 4.59115e-09 a.u.
Decay model: g = 0.002, rate 2 pi J(1) = 0.007622
  rate*t = 0.5: survival 0.6091, exp 0.6065
  rate*t = 1.0: survival 0.3694, exp 0.3679
  rate*t = 2.0: survival 0.1358, exp 0.1353
  rate*t = 3.0: survival 0.0499, exp 0.0498
Retarded/dipole amplitude at q = 0.8 1/bohr
  numerical 0.606135, formula 0.606135
2P rate change by retardation = -1.33e-05
m_e/m_p = 5.446e-04
```
